# Mean resistance of a line with slowly varying width and height: test program

```python
# Result under test: for a line of slowly varying width w = w0(1+a) and height
# h = h0(1+b), with <a> = <b> = 0 and uniform resistivity, the mean resistance
# exceeds R0 = rho L/(w0 h0) by the fraction <a^2> + <b^2> + <ab> (leading order).
# cv_w, cv_h: coefficients of variation; r: correlation coefficient of w and h;
# xi: correlation length, correlation along the line exp(-x^2/xi^2).
import numpy as np

W0, H0, LENGTH, XI = 20.0, 40.0, 10000.0, 100.0      # nm
CV_W, CV_H, CORR = 0.08, 0.05, 0.5
RHO_BULK, MFP, REFLECT = 5.3, 11.0, 0.3              # uOhm cm, nm, 1 (rough, Mo)
TCR, HEATING = 0.004, 5.0                            # 1/K (rough), K


def leading(var_a, var_b, cov):
    return var_a + var_b + cov


# --- Small bounded, skewed deviations: direct averages against the expansion ---
nodes, wts = np.polynomial.legendre.leggauss(16)
U, V = np.meshgrid(nodes, nodes, indexing="ij")
P = np.outer(wts, wts) / 4
errors = []
for eps in (0.004, 0.002):
    a = eps * U
    b = eps * (0.35 * U + 0.4 * V + 0.3 * (U**2 - 1 / 3))
    va, vb, cab = np.sum(P * a * a), np.sum(P * b * b), np.sum(P * a * b)
    direct = np.sum(P / ((1 + a) * (1 + b))) - 1
    error = abs(direct - leading(va, vb, cab))
    assert error <= eps**3 * (4 - 3 * eps) / (1 - eps)**2
    errors.append(error)
    for p, q in ((2, 1), (1, 2), (2, 2)):
        power_mean = np.sum(P * (1 + a)**(-p) * (1 + b)**(-q)) - 1
        power_law = p*(p+1)/2 * va + q*(q+1)/2 * vb + p*q * cab
        assert abs(power_mean / power_law - 1) < 0.02
    area_excess = np.sum(P * (1+a) * (1+b)) * (1 + direct) - 1
    assert abs(area_excess / (va + vb + 2 * cab) - 1) < 0.02
order_ratio = errors[0] / errors[1]
assert 7 < order_ratio < 9          # third-order remainder: halving gives about 8

# --- Constant area with varying shape, and the smallest possible excess ---
angle = 2 * np.pi * np.arange(256) / 256
width = 1 + 0.05 * np.cos(angle)
height = 1 / width
shape_excess = np.mean(1 / (width * height)) * width.mean() * height.mean() - 1
da, db = width / width.mean() - 1, height / height.mean() - 1
shape_leading = leading(np.mean(da**2), np.mean(db**2), np.mean(da * db))
assert shape_excess > 0 and abs(shape_leading / shape_excess - 1) < 0.01
dev = 0.01 * np.cos(angle)
minimum_factor = (np.mean(1 / ((1 + dev) * (1 - dev / 2))) - 1) / np.mean(dev**2)
assert abs(minimum_factor - 0.75) < 0.001
for r_try in np.linspace(-1, 1, 21):
    for ratio in np.linspace(0, 1, 21):
        assert leading(1, ratio**2, r_try * ratio) >= 0.75 - 1e-12

# --- Example: direct average over Gaussian deviations cut at 4 sigma ---
gn, gw = np.polynomial.legendre.leggauss(60)
g = 4 * gn
gw = gw * np.exp(-g**2 / 2)
gw /= gw.sum()
g /= np.sqrt(np.sum(gw * g**2))     # restore unit variance after the cut
G1, G2 = np.meshgrid(g, g, indexing="ij")
PG = np.outer(gw, gw)


def deviations(first, second, r):
    return CV_W * first, CV_H * (r * first + np.sqrt(1 - r * r) * second)


def example_excess(r, function):
    a, b = deviations(G1, G2, r)
    return np.sum(PG * function(1 + a, 1 + b)) / function(1.0, 1.0) - 1


def uniform(u, v):
    return 1 / (u * v)


cov = CORR * CV_W * CV_H
excess_lead = leading(CV_W**2, CV_H**2, cov)
excess_full = example_excess(CORR, uniform)
assert abs(excess_full / excess_lead - 1) < 0.05   # fourth order is about 2 %

# --- Neglected effects: local resistivity and uneven self-heating ---
surface = 3 / 8 * MFP                               # nm, fully diffuse walls
grain = 1.5 * MFP * REFLECT / (1 - REFLECT)         # nm, grain size = local width


def with_surface(u, v):
    return (1 + surface / (W0 * u) + surface / (H0 * v)) / (u * v)


def with_grains(u, v):
    return (1 + (surface + grain) / (W0 * u) + surface / (H0 * v)) / (u * v)


def with_heating(u, v):
    return 1 / (u * v) + TCR * HEATING / (u * v)**2


excess_surface = example_excess(CORR, with_surface)
excess_grains = example_excess(CORR, with_grains)
excess_heating = example_excess(CORR, with_heating)
assert excess_grains > excess_surface > excess_full
rho_line = RHO_BULK * with_grains(1.0, 1.0)         # uOhm cm
r_zero = rho_line * 10 * LENGTH / (W0 * H0)         # 1 uOhm cm = 10 Ohm nm

# --- Random lines: open pieces cut from longer periodic Gaussian profiles ---
rng = np.random.default_rng(7)
step, ring, lines = 10.0, 1200, 4000
index = np.arange(ring)
distance = np.minimum(index, ring - index) * step
spectrum = np.clip(np.fft.rfft(np.exp(-(distance / XI)**2)).real, 0, None)


def profile():
    noise = np.fft.rfft(rng.standard_normal((lines, ring)), axis=1)
    full = np.fft.irfft(noise * np.sqrt(spectrum), n=ring, axis=1)
    return full[:, :int(LENGTH / step)]


f1, f2 = profile(), profile()
slope_sample = np.mean(((f1[:, 2:] - f1[:, :-2]) / (2 * step))**2)
assert abs(slope_sample * XI**2 / 2 - 1) < 0.05     # difference step costs 2 %
a, b = deviations(f1, f2, CORR)
plus = np.mean(1 / ((1 + a) * (1 + b)), axis=1)
minus = np.mean(1 / ((1 - a) * (1 - b)), axis=1)    # mirrored lines cut noise
excess_lines = np.mean(plus + minus) / 2 - 1
scatter_lines = np.std(plus)
scatter_law = np.sqrt((CV_W**2 + CV_H**2 + 2*cov) * np.sqrt(np.pi) * XI / LENGTH)
assert abs(excess_lines / excess_full - 1) < 0.03
# Second-order terms add a few percent and sampling about one percent.
assert abs(scatter_lines / scatter_law - 1) < 0.08
slope_term = (CV_W * W0)**2 * 2 / XI**2 / 3 + (CV_H * H0)**2 * 2 / XI**2 / 3


# --- Three-dimensional potential problem in a periodic line with rough walls ---
def periodic_line(wavelength):
    """Relative excess: slow formula, variational field solution, upper bound."""
    nx, k = 32, 2 * np.pi / wavelength
    x = np.arange(nx) * wavelength / nx
    phase = np.arccos(CORR)
    root2 = np.sqrt(2)
    w = W0 * (1 + root2 * CV_W * np.cos(k * x))
    dw = -W0 * root2 * CV_W * k * np.sin(k * x)
    h = H0 * (1 + root2 * CV_H * np.cos(k * x - phase))
    dh = -H0 * root2 * CV_H * k * np.sin(k * x - phase)
    c = W0 * CV_W / root2 * np.sin(k * x)           # makes both edges uncorrelated
    dc = W0 * CV_W / root2 * k * np.cos(k * x)
    t, tw = np.polynomial.legendre.leggauss(6)
    shape = (nx, 6, 6)
    xx = np.broadcast_to(x[:, None, None], shape).ravel()
    yy = np.broadcast_to((c[:, None] + w[:, None]*t/2)[:, :, None], shape).ravel()
    zz = np.broadcast_to((h[:, None]*(1 + t)/2)[:, None, :], shape).ravel()
    vol = ((w * h)[:, None, None] * tw[None, :, None] * tw[None, None, :]
           / 4 * wavelength / nx).ravel()
    y, z = yy / W0, zz / H0 - 0.5
    columns = []
    for n in range(5):
        cosine, sine = np.cos(n * k * xx), np.sin(n * k * xx)
        pairs = [(cosine, -n * k * sine)]
        if n > 0:
            pairs.append((sine, n * k * cosine))
        for trig, dtrig in pairs:
            for m in range(5):
                for q in range(5):
                    if n == m == q == 0:
                        continue
                    dy = m * y**max(m - 1, 0) / W0
                    dz = q * z**max(q - 1, 0) / H0
                    columns.append(np.concatenate(
                        [dtrig * y**m * z**q, trig * dy * z**q, trig * y**m * dz]))
    root = np.sqrt(np.tile(vol, 3))
    matrix = np.array(columns).T * root[:, None]
    drive = np.concatenate([np.ones_like(xx), np.zeros(2 * xx.size)]) * root
    scale = np.linalg.norm(matrix, axis=0)
    matrix = matrix / scale
    coeff = np.linalg.lstsq(matrix, -drive, rcond=None)[0]
    energy = np.sum((drive + matrix @ coeff)**2)
    field = wavelength * W0 * H0 / energy - 1
    slow = np.mean(W0 * H0 / (w * h)) - 1
    upper = np.mean(W0*H0/(w*h) * (1 + dc**2 + dw**2/12 + dh**2/3)) - 1
    return slow, field, upper


field_results = {}
for wavelength in (400.0, 800.0):
    slow, field, upper = periodic_line(wavelength)
    assert slow < field < upper
    field_results[wavelength] = (slow, field, upper, (field-slow)/(upper-slow))
assert field_results[800.0][3] > field_results[400.0][3] > 0.9

# --- Printed numbers ---
print(f"mean width {W0:.0f} nm, mean height {H0:.0f} nm")
print(f"line length {LENGTH/1000:.0f} um, correlation length {XI:.0f} nm")
print(f"rms width deviation {CV_W*W0:.2f} nm, rms height deviation {CV_H*H0:.2f} nm")
print(f"coefficients of variation: width {CV_W:.3f}, height {CV_H:.3f}")
print(f"correlation coefficient {CORR:.2f}")
print(f"squared CV of width {100*CV_W**2:.3f} %")
print(f"squared CV of height {100*CV_H**2:.3f} %")
print(f"normalised covariance {100*cov:.3f} %")
print(f"leading excess {100*excess_lead:.3f} %")
print(f"direct average excess {100*excess_full:.3f} %")
print(f"leading excess against mean-area line {100*(excess_lead+cov):.3f} %")
for r_case in (-1.0, 0.0, 1.0):
    lead = leading(CV_W**2, CV_H**2, r_case * CV_W * CV_H)
    full = example_excess(r_case, uniform)
    assert abs(full / lead - 1) < 0.05
    print(f"r = {r_case:+.0f}: leading {100*lead:.3f} %, direct {100*full:.3f} %")
print(f"remainder ratio on halving the deviations {order_ratio:.2f}")
print(f"smallest excess / larger squared CV {minimum_factor:.4f}")
print(f"constant-area line, 5 % width amplitude: excess {100*shape_excess:.4f} %")
print(f"same line, leading formula {100*shape_leading:.4f} %")
print(f"rough Mo bulk resistivity {RHO_BULK:.1f} uOhm cm, mean free path {MFP:.0f} nm")
print(f"rough grain-boundary reflection {REFLECT:.1f}")
print(f"line resistivity at mean dimensions {rho_line:.2f} uOhm cm")
print(f"R0 {r_zero:.1f} Ohm")
print(f"leading mean increase {r_zero*excess_lead:.2f} Ohm")
print(f"leading mean resistance {r_zero*(1+excess_lead):.1f} Ohm")
print(f"number of simulated lines {lines}, each also mirrored for the mean")
print(f"simulated mean excess {100*excess_lines:.3f} %")
print(f"line-to-line scatter: formula {100*scatter_law:.2f} %")
print(f"line-to-line scatter: simulated {100*scatter_lines:.2f} %")
print(f"line-to-line scatter by formula {r_zero*scatter_law:.1f} Ohm")
print(f"neglected wall slopes add at most about {100*slope_term:.3f} % of R0")
print(f"excess with surface scattering {100*excess_surface:.3f} %")
print(f"excess with surface and grain scattering {100*excess_grains:.3f} %")
print(f"self-heating {HEATING:.0f} K, rough temperature coefficient {TCR:.3f} 1/K")
print(f"excess with uneven self-heating {100*excess_heating:.3f} %")
for wavelength, (slow, field, upper, share) in field_results.items():
    print(f"periodic line, wavelength {wavelength:.0f} nm:")
    print(f"  slow formula excess {100*slow:.4f} %")
    print(f"  3D field solution excess {100*field:.4f} %")
    print(f"  upper bound excess {100*upper:.4f} %")
    print(f"  share of the gap between the bounds {share:.3f}")
print("success")
```

Printed output:

```
mean width 20 nm, mean height 40 nm
line length 10 um, correlation length 100 nm
rms width deviation 1.60 nm, rms height deviation 2.00 nm
coefficients of variation: width 0.080, height 0.050
correlation coefficient 0.50
squared CV of width 0.640 %
squared CV of height 0.250 %
normalised covariance 0.200 %
leading excess 1.090 %
direct average excess 1.113 %
leading excess against mean-area line 1.290 %
r = -1: leading 0.490 %, direct 0.499 %
r = +0: leading 0.890 %, direct 0.906 %
r = +1: leading 1.290 %, direct 1.321 %
remainder ratio on halving the deviations 7.89
smallest excess / larger squared CV 0.7501
constant-area line, 5 % width amplitude: excess 0.1252 %
same line, leading formula 0.1252 %
rough Mo bulk resistivity 5.3 uOhm cm, mean free path 11 nm
rough grain-boundary reflection 0.3
line resistivity at mean dimensions 8.81 uOhm cm
R0 1101.7 Ohm
leading mean increase 12.01 Ohm
leading mean resistance 1113.7 Ohm
number of simulated lines 4000, each also mirrored for the mean
simulated mean excess 1.111 %
line-to-line scatter: formula 1.51 %
line-to-line scatter: simulated 1.55 %
line-to-line scatter by formula 16.7 Ohm
neglected wall slopes add at most about 0.044 % of R0
excess with surface scattering 1.413 %
excess with surface and grain scattering 1.679 %
self-heating 5 K, rough temperature coefficient 0.004 1/K
excess with uneven self-heating 1.162 %
periodic line, wavelength 400 nm:
  slow formula excess 1.1011 %
  3D field solution excess 1.1546 %
  upper bound excess 1.1556 %
  share of the gap between the bounds 0.982
periodic line, wavelength 800 nm:
  slow formula excess 1.1011 %
  3D field solution excess 1.1146 %
  upper bound excess 1.1147 %
  share of the gap between the bounds 0.995
success
```
